Short-range LDA exchange energy for the erfc interaction

**Why the full LDA exchange cannot be used**

A range-separated hybrid functional splits the Coulomb repulsion between two electrons a distance r apart into

1/r = erfc(ωr)/r + erf(ωr)/r,

a short-range and a long-range part. In the arrangement considered here, long-range exchange is computed from the orbitals and short-range exchange from a density functional. If the ordinary LDA exchange, which belongs to 1/r, were used for the second task, the long-range part would be counted twice. In a uniform electron gas with r_s = 2 bohr and ω = 0.3 bohr⁻¹, the full exchange energy is −0.2291 hartree per electron and its long-range part is −0.1259 hartree. The double counting would thus be 55% of the full exchange energy. A constant scale factor does not cure this: the short-range fraction is 0.450 in this gas but 0.011 at r_s = 20 bohr. The fraction has to be known as a function of density.

Hartree atomic units are used throughout.

**Theorem**

Let a spin-unpolarized uniform electron gas of density n be described by a Slater determinant of plane waves, filled up to the Fermi wave number kF = (3π²n)^(1/3). Let the interaction be erfc(ωr)/r with ω > 0, and define

a = ω/(2kF), E = exp(−1/(4a²)).

(i) In the limit of infinite volume the exchange energy per electron is

ε = −(3kF/4π) F(a),

F(a) = 1 − (8/3) a [√π erf(1/(2a)) − 3a + 4a³ + (2a − 4a³) E].

F decreases from 1 at a → 0 to 0 at a → ∞.

(ii) For small a,

F(a) = 1 − (8/3)√π a + 8a² − (32/3)a⁴ + R(a), 0 < R(a) < 64a⁶E,

and R/(64a⁶E) → 1 as a → 0.

(iii) For every a > 0,

F(a) = Σ_{m≥1} (−1)^(m+1) c_m/(4a²)^m, c_m = 2/[(2m+1)(m+2)(m+1)!],

which begins 1/(36a²) − 1/(960a⁴) + 1/(26880a⁶). Partial sums with an odd number of terms lie above F, and those with an even number lie below it.

The local density approximation applies ε at each point of a non-uniform density n(r). Since (3/4π)(3π²)^(1/3) = (3/4)(3/π)^(1/3), it reads

E_x = −(3/4)(3/π)^(1/3) ∫ n(r)^(4/3) F(a(r)) d³r, a(r) = ω/(2kF(r)).

The theorem is a statement about the uniform gas. For any other density this integral is an approximation.

**Lemma 1: the interaction in momentum space**

The Fourier transform of erfc(ωr)/r is

w(q) = (4π/q²)[1 − exp(−q²/(4ω²))].

Proof. The angular integration of exp(−iq·r) gives 4π sin(qr)/(qr), so

w(q) = (4π/q) ∫₀^∞ sin(qr) erfc(ωr) dr.

Integrate by parts, using d erfc(ωr)/dr = −(2ω/√π) exp(−ω²r²). The boundary term is 1/q, because erfc(0) = 1:

∫₀^∞ sin(qr) erfc(ωr) dr = 1/q − [2ω/(q√π)] J(q),

J(q) = ∫₀^∞ cos(qr) exp(−ω²r²) dr.

To find J, differentiate with respect to q, which gives the integrand −r sin(qr) exp(−ω²r²). Since r exp(−ω²r²) is −1/(2ω²) times the derivative of exp(−ω²r²), another integration by parts gives J′ = −qJ/(2ω²). With J(0) = √π/(2ω), the solution is

J(q) = [√π/(2ω)] exp(−q²/(4ω²)).

Insertion gives the result. ∎

As q → 0, w(q) → π/ω². This finite value, in place of the Coulomb divergence 4π/q², is the volume integral of the interaction, which converges because erfc(ωr) decays rapidly beyond r ≈ 1/ω.

**Lemma 2: the overlap of two Fermi spheres**

Let S be the fraction of a Fermi sphere that is shared with a copy shifted by q, and let t = q/(2kF). For 0 ≤ t ≤ 1,

S(t) = 1 − 3t/2 + t³/2 = (1 − t)²(2 + t)/2,

and S = 0 for t > 1.

Proof. The plane halfway between the two centres cuts the common region into two equal caps. Each begins a distance q/2 = kF t from the centre of its sphere and has volume

∫_{kF t}^{kF} π(kF² − z²) dz = πkF³(2/3 − t + t³/3).

Twice this, divided by 4πkF³/3, is (3/2)(2/3 − t + t³/3), which is the first form of S. Multiplying out (1 − 2t + t²)(2 + t) = 2 − 3t + t³ confirms the second. ∎

**Proof of (i)**

Take N electrons in a periodic box of volume V, with orbitals exp(ik·r)/√V. Exchange acts between electrons of equal spin σ, and for a determinant it is

E_x = −½ Σ_σ Σ_{k,k′} (1/V²) ∫∫ exp[−i(k−k′)·(r−r′)] erfc(ω|r−r′|)/|r−r′| d³r d³r′

= −[1/(2V)] Σ_σ Σ_{k,k′} w(|k−k′|).

One of the two space integrals gave a factor V and the other gave w. Now group the pairs by q = k′ − k. Each spin has N/2 occupied states, and for large V a fraction S of them remains occupied after the shift by q. The two spins together contribute N S pairs. Replacing Σ_q by V∫d³q/(2π)³, which is safe because w is bounded, and dividing by N gives

ε = −½ ∫ d³q/(2π)³ w(q) S.

Insert Lemma 1 and d³q = 4πq² dq. The factors q² cancel, and the constants combine to ½ · 4π · 4π/(8π³) = 1/π:

ε = −(1/π) ∫₀^{2kF} [1 − exp(−q²/(4ω²))] S dq.

With q = 2kF t the exponent becomes −bt², where b = kF²/ω² = 1/(4a²). Since 2kF/π = (3kF/4π)(8/3),

ε = −(3kF/4π) F, F = (8/3) ∫₀¹ [1 − exp(−bt²)] S(t) dt. (A)

The integral of S alone is 1 − 3/4 + 1/8 = 3/8. Hence F → 1 as a → 0, where b → ∞ and the full Coulomb exchange returns. As a grows, b falls and the bracket decreases at every t > 0. Because S > 0 for t < 1, F decreases, and it tends to 0 as b → 0.

The closed form needs three moments G_j = ∫₀¹ t^j exp(−bt²) dt. With √b = 1/(2a), 1/(2b) = 2a² and exp(−b) = E they are

G₀ = [√π/(2√b)] erf(√b) = √π a erf(1/(2a)),

G₁ = (1 − E)/(2b) = 2a²(1 − E),

G₃ = −E/(2b) + G₁/b = −2a²E + 8a⁴(1 − E).

The last follows by integrating t² · t exp(−bt²) by parts. Therefore

G₀ − (3/2)G₁ + ½G₃ = √π a erf(1/(2a)) − 3a² + 3a²E − a²E + 4a⁴ − 4a⁴E

= a[√π erf(1/(2a)) − 3a + 4a³ + (2a − 4a³)E].

By (A), F is 1 minus 8/3 times this expression. ∎

**Proof of (ii), weak range separation**

Let P(t) = 1 − 3t/2 + t³/2 for all t ≥ 0. It equals S up to t = 1 and is continued beyond that point as a polynomial. Write the integral of exp(−bt²)P over [0,1] as the integral over [0,∞) minus that over [1,∞). On the half-line the moments of order 0, 1 and 3 are √π a, 2a² and 8a⁴, so

F = 1 − (8/3)(√π a − 3a² + 4a⁴) + R,

R = (8/3) ∫₁^∞ exp(−bt²) P(t) dt.

This is the stated polynomial. R is positive because P = (t − 1)²(t + 2)/2 is positive for t > 1.

For the upper bound substitute u = t² − 1, so that dt = du/(2t) and t − 1 = u/(t + 1):

R = (8/3) E ∫₀^∞ exp(−bu) u² g(t) du, g(t) = (t + 2)/[4t(t + 1)²].

Writing g = (1 + 2/t)/[4(t + 1)²] shows that g decreases with t, so its largest value is g(1) = 3/16. Since ∫₀^∞ u² exp(−bu) du = 2/b³,

R < (8/3) E (3/16)(2/b³) = E/b³ = 64a⁶E.

As a → 0, b grows, the weight exp(−bu) confines u to values of order 1/b, and g tends to 3/16. The ratio of R to its bound then tends to 1. ∎

The powers of a mirror those of t in S: t⁰, t¹ and t³ produce a, a² and a⁴. As a → 0 the remainder R vanishes faster than any power of a, because E does, so the asymptotic expansion in powers of a has no further terms.

**Remark: the energy at small ω**

Multiplying by −3kF/4π and setting a = ω/(2kF) gives

ε = −3kF/(4π) + ω/√π − 3ω²/(2πkF) + ω⁴/(2πkF³) − (3kF/4π)R.

The term ω/√π does not depend on the density, for the following reason. The formula ε = −½∫d³q/(2π)³ w S has the form of half the interaction of an electron with an exchange hole whose Fourier transform is −S. At q = 0 this is −1, so the hole contains one missing electron. For small ω the long-range interaction erf(ωr)/r is nearly its value at r = 0, 2ω/√π, over the region that holds most of the hole. The long-range exchange energy is then close to ½ · (−1) · 2ω/√π = −ω/√π, and removing it raises ε by ω/√π.

The ω² term comes from the −3t/2 in S. That term is linear in q because a small shift of a sphere with a sharp surface uncovers a volume proportional to the shift.

**Proof of (iii), strong range separation**

Expand the bracket in (A):

1 − exp(−bt²) = Σ_{m≥1} (−1)^(m+1) b^m t^(2m)/m!.

For fixed b the series converges uniformly on 0 ≤ t ≤ 1, so it may be integrated term by term. The required moment is

∫₀¹ t^(2m) S dt = 1/(2m+1) − 3/[4(m+1)] + 1/[4(m+2)].

Over the common denominator 4(2m+1)(m+1)(m+2) the numerator is

4(m² + 3m + 2) − 3(2m² + 5m + 2) + (2m² + 3m + 1) = 3,

since the terms in m² and in m cancel. Multiplying by 8/3 and dividing by m! gives

c_m = (8/3)(1/m!) · 3/[4(2m+1)(m+1)(m+2)] = 2/[(2m+1)(m+2)(m+1)!].

The first three values are 1/9, 1/60 and 1/420. With b = 1/(4a²) they give the terms stated in the theorem.

For the bracketing, let D_M(x) be exp(−x) minus its Taylor polynomial of degree M. Then D₀ = exp(−x) − 1 < 0 for x > 0, while D_M′ = −D_{M−1} and D_M(0) = 0. It follows that D₁ > 0, D₂ < 0, and so on with alternating sign. The M-term partial sum for 1 − exp(−x) exceeds the function by D_M(x). Setting x = bt² and integrating with the positive weight S carries these signs over to F. ∎

Two successive partial sums enclose F, so the truncation error is smaller than the first omitted term. After three terms this is 1/(829440a⁸).

**Remark: the contact limit**

In terms of ω the series reads

ε = −πn/(4ω²) + kF⁵/(80πω⁴) − kF⁷/(560πω⁶) + … ,

where kF³ = 3π²n was used in the first term. When ω is much larger than kF, w(q) is close to π/ω² for all q up to 2kF, and the interaction acts as a contact repulsion of that strength. An electron meets no other electron of its own spin at its own position, so it lacks the density n/2 there. The energy is −½(π/ω²)(n/2), which is the first term.

The contact form also shows one case in which the LDA becomes reliable. For any closed-shell determinant, exchange is −½ Σ_σ ∫∫ |γ_σ(r,r′)|² erfc(ω|r−r′|)/|r−r′| d³r d³r′, with γ_σ the one-particle density matrix of spin σ. If γ_σ varies little over the distance 1/ω, it may be replaced by γ_σ(r,r) = n/2. The result is −[π/(4ω²)]∫n² d³r, the same as the leading LDA term. At smaller ω the interaction probes γ_σ at larger separations, where a non-uniform system differs from the uniform gas, and this agreement is no longer assured. The condition is on the variation of γ_σ, not on the local value of a. In the tail of an atom, where the density falls as exp(−2κr), a(r) grows without limit because kF → 0, but γ_σ still varies over the distance 1/κ, so the contact form needs ω ≫ κ there.

**Remark: spin polarization**

The function F above must not be used with the total density of a polarized system. Exchange is a sum over spins, and each contribution depends on its own density n_σ. An unpolarized gas of density 2n_σ has two such equal contributions, so within the LDA

E_x[n↑, n↓] = ½E_x[2n↑] + ½E_x[2n↓].

Each term has its own Fermi wave number (6π²n_σ)^(1/3), and hence its own a.

**Worked example**

Take ω = 0.3 bohr⁻¹ and two uniform gases, with n = 3/(4πr_s³).

For r_s = 2 bohr, n = 0.029842 bohr⁻³ and kF = 0.95958 bohr⁻¹, so

a = 0.3/(2 × 0.95958) = 0.1563, F = 0.45027,

ε = −0.22908 × 0.45027 = −0.10315 hartree = −2.807 eV.

The small-ω expansion gives, in hartree,

−0.2291 + 0.1693 − 0.0448 + 0.0015 = −0.1031.

For r_s = 20 bohr, n = 2.9842 × 10⁻⁵ bohr⁻³ and kF = 0.095958 bohr⁻¹, so

a = 0.3/(2 × 0.095958) = 1.563, F = 0.011196,

ε = −0.022908 × 0.011196 = −2.565 × 10⁻⁴ hartree = −0.00698 eV.

The large-ω expansion gives, in units of 10⁻⁴ hartree,

−2.6042 + 0.0400 − 0.0006 = −2.5648.

The contact term alone is too large in magnitude by about 1.5% of ε. The same ω leaves 45% of the exchange energy in the short-range part of the dense gas and 1.1% in that of the dilute gas, because what matters is ω relative to kF.

**Remark: numerical evaluation**

At a = 0.2 the small-a polynomial gives 0.357625, against F = 0.357630. At a = 0.5 it gives −0.030, against 0.0965, and is useless. Three terms of the large-a series give 0.0968 at a = 0.5 and agree with F to seven decimals at a = 2. At a = 0.1 the same three terms give 29.6: the series still converges there, but only after many more terms, and at still smaller a its large alternating terms cancel so strongly that double precision fails.

The closed form holds for all a > 0, but in floating-point arithmetic it fails at large a. Its largest terms are of size (32/3)a⁴ and must cancel down to 1/(36a²). At a = 1000 they are about 10¹³, and a relative rounding error of 10⁻¹⁶ leaves an absolute error of order 10⁻³. The program obtains 5.5 × 10⁻⁴ from the closed form in double precision, whereas the series gives 2.78 × 10⁻⁸. By the same estimate the relative error of the closed form is of order (32/3)a⁴ · 36a² · 10⁻¹⁶ = 384a⁶ × 10⁻¹⁶, which is harmless for a of a few units but grows as the sixth power of a. At fixed ω, a increases as n^(−1/3) when the density falls, so large values are reached in the far tail of an atom or molecule. The energy E_x is hardly affected: the absolute error in F grows as a⁴, but the weight n^(4/3) falls as a⁻⁴, which leaves an error of order ω⁴ × 10⁻¹⁶ in the energy density. The potential carries only the weight n^(1/3), so its error grows at least as ωa³ × 10⁻¹⁶ while its true value tends to zero, and for this reason a code should switch to the series once a is large. The bound 1/(829440a⁸), or its analogue for more terms, tells where the switch is safe.

The numerical check compares the closed form with an explicit sum over plane waves in a finite box and with a real-space integral over the density matrix.

Computed values

```
Plane waves in box: orbitals = 14147
Largest overlap-fraction error in box = 0.00179
a = 0.2: F from box = 0.35762, closed form = 0.35763
a = 0.5: F from box = 0.09655, closed form = 0.09655
omega = 0.3 bohr^-1
--- r_s = 2 bohr ---
n = 2.984155e-02 bohr^-3
kF = 0.959579 bohr^-1
a = 0.156319
F(a) = 0.45026856
full exchange per electron = -0.22908265 hartree
short-range exchange per electron = -0.10314871 hartree
same, real-space quadrature = -0.10314871 hartree
same, converted = -2.80682 eV
long-range part per electron = -0.12593393 hartree
term in omega^1 = 1.6926e-01 hartree
term in omega^2 = -4.4782e-02 hartree
term in omega^4 = 1.4590e-03 hartree
energy from expansion = -0.10314871 hartree
--- r_s = 20 bohr ---
n = 2.984155e-05 bohr^-3
kF = 0.095958 bohr^-1
a = 1.563185
F(a) = 0.01119586
full exchange per electron = -0.02290826 hartree
short-range exchange per electron = -0.00025648 hartree
same, real-space quadrature = -0.00025648 hartree
same, converted = -0.00698 eV
long-range part per electron = -0.02265179 hartree
term in omega^-2 = -2.6042e-04 hartree
term in omega^-4 = 3.9965e-06 hartree
term in omega^-6 = -5.8412e-08 hartree
energy from expansion = -0.00025648 hartree
--- a, F, small-a polynomial, three large-a terms ---
0.1  0.6062790  0.6062790  29.5634921
0.2  0.3576304  0.3576246  0.6246900
0.3  0.2172861  0.2156369  0.2310732
0.5  0.0965494  -0.0299385  0.0968254
1.0  0.0267721  -6.3932103  0.0267733
2.0  0.0068799  -147.1197539  0.0068799
--- a, small-a remainder R, R / bound ---
0.5 0.12649 0.34383
0.2 5.8115e-6 0.73497
0.1 8.1054e-16 0.91192
0.05 3.6302e-50 0.97584
a = 1000: closed form in double precision = 5.4932e-04
a = 1000: large-a series = 2.77777767e-08
```
